# Choosing the Feedback Delay When Computing Townsend Breakdown Growth

The growth rate \(\lambda\) of the current in a gas gap just above breakdown can depend, in the simplest model, on five quantities: the gap width \(d\), the number \(\alpha\) of ionizations per electron and unit length, the number \(\gamma\) of electrons freed per ion reaching the cathode, and the drift speeds \(v_e\) and \(v_i\) of electrons and ions. Only length and time enter their units, so

\[
\lambda=\frac1\tau\,G\!\left(\alpha d,\gamma,\frac{v_e}{v_i}\right),\qquad
\tau=\frac d{v_e}+\frac d{v_i}.
\]

The speed ratio drops out as well. An ionization at distance \(x\) from the cathode needs an electron to travel out over \(x\) and an ion to travel back over \(x\). The delay is

\[
\frac{x}{v_e}+\frac{x}{v_i}=\frac xw,\qquad \frac1w=\frac1{v_e}+\frac1{v_i},
\]

so the two speeds enter through \(w=d/\tau\) alone. At fixed \(\alpha\), \(\gamma\) and \(d\), \(\lambda\) is proportional to \(w\). What remains is the function \(G(\alpha d,\gamma)\), and it depends on how a program treats the delay.

## What the delay setting represents

A calculation of early breakdown can treat secondary emission as instantaneous, give it one fixed delay, or weight each ionization position by its own delay. The third choice follows from the drift equations.

Assume wide plane electrodes, a uniform field held by a constant voltage, and negligible space charge. Diffusion, photon feedback, recombination and side loss are left out. Electrons move toward \(+x\) from the cathode at \(x=0\). Their flux \(\Gamma_e=v_en_e\) obeys

\[
\frac1{v_e}\frac{\partial\Gamma_e}{\partial t}+\frac{\partial\Gamma_e}{\partial x}=\alpha\Gamma_e .
\]

Along the path \(t=t_0+x/v_e\) the left side is the total derivative \(d\Gamma_e/dx\). With \(F(t)=\Gamma_e(0,t)\), integration gives

\[
\Gamma_e(x,t)=e^{\alpha x}F(t-x/v_e).
\]

Let \(J=v_in_i\) be the ion flux toward the cathode. Since ions move toward \(-x\),

\[
\frac{\partial n_i}{\partial t}-v_i\frac{\partial n_i}{\partial x}=\alpha\Gamma_e .
\]

Along an ion path \(dn_i/dt=\alpha\Gamma_e\) and \(dx=-v_i\,dt\), so \(dJ/dx=-\alpha\Gamma_e\). No ions enter at the anode, \(J(d)=0\). An ion arriving at time \(t\) was at \(x\) at time \(t-x/v_i\). Integration from \(d\) to \(0\) therefore gives

\[
J(0,t)=\alpha\int_0^d\Gamma_e(x,t-x/v_i)\,dx
=\alpha\int_0^d e^{\alpha x}F(t-x/w)\,dx .
\]

Each arriving ion frees \(\gamma\) electrons. With an external seed flux \(S(t)\),

\[
F(t)=S(t)+\gamma\alpha\int_0^d e^{\alpha x}F(t-x/w)\,dx .
\]

Ionizations near the anode are the most numerous and have the longest delays. After the seed has ended, insert \(F=e^{\lambda t}\):

\[
1=\gamma\alpha\int_0^d e^{(\alpha-\lambda/w)x}\,dx .
\]

Put \(x=yd\) and define

\[
a=\alpha d,\quad s=\lambda\tau,\quad u=a-s,\quad q=\gamma a,\quad
\phi(u)=\int_0^1e^{uy}dy=\frac{e^u-1}{u}.
\]

The equation to solve is then

\[
q\,\phi(a-s)=1 .
\]

At \(u=0\) the integral gives \(\phi=1\), so this point is regular.

## Which root sets the growth

For real \(u\), \(\phi\) increases strictly from 0 at \(u\to-\infty\) to infinity at \(u\to\infty\). There is one real root for every positive \(\gamma\) and \(\alpha\). At \(\lambda=0\) the left side equals the feedback gain

\[
M=\gamma\alpha\int_0^d e^{\alpha x}dx=\gamma(e^{\alpha d}-1).
\]

The left side falls as \(\lambda\) rises, so the real root is positive for \(M>1\), zero for \(M=1\) and negative for \(M<1\). Below breakdown the same equation gives the decay rate after a seed.

The equation also has complex roots. At such a root the integrand carries a phase that varies with \(x\), so the modulus of the integral is smaller than the integral of the modulus:

\[
1=|q\phi(u)|<q\phi(\operatorname{Re}u).
\]

Hence \(\operatorname{Re}u\) exceeds the real root \(u_*\), and since \(s=a-u\), the complex mode has the smaller growth rate. For bounded \(\operatorname{Re}u\), \(|\phi(u)|\le(e^{\operatorname{Re}u}+1)/|u|\) tends to zero at large imaginary part. Complex roots therefore cannot approach the line \(\operatorname{Re}u=u_*\) far out, and a finite gap in growth rate separates them from the real root.

To find them, write the equation as \(e^u=1+u/q\) and set \(y=-(u+q)\). Then \(e^{-y-q}=-y/q\), or

\[
ye^y=-qe^{-q},\qquad u=-q-W(-qe^{-q}),
\]

where \(W\) is the Lambert function. One real branch returns \(y=-q\), hence \(u=0\), which was introduced by multiplying through by \(u\) and is spurious unless \(q=1\). The true real root is on branch \(-1\) for \(q<1\) and branch 0 for \(q>1\). The complex branches give ripples on the exponential.

## Solving for the rate

Newton's method works well on the logarithm

\[
h(s)=\ln[q\phi(a-s)] .
\]

Its slope follows from

\[
m(u)=\frac{\phi'(u)}{\phi(u)}
=\frac{\int_0^1ye^{uy}dy}{\int_0^1e^{uy}dy}
=\frac{ue^u-(e^u-1)}{u(e^u-1)}
=\frac1{1-e^{-u}}-\frac1u .
\]

This is the mean of \(x/d\) over the ionizations, weighted by \(e^{ux/d}\). Since \(u=a-s\), \(h'=-m<0\). The derivative \(m'(u)\) is the variance of \(x/d\) under the same weight, so \(h''=m'>0\). The Newton update is

\[
s_{n+1}=s_n-\frac{h(s_n)}{h'(s_n)}=s_n+\frac{h(s_n)}{m(a-s_n)} .
\]

A tangent to a convex curve lies on or below it. At \(s_{n+1}\) the tangent is zero, so \(h(s_{n+1})\ge0\), and \(s_{n+1}\) is at or left of the root because \(h\) decreases. From there each step is nonnegative and cannot pass the root. The iterates rise to a limit at which the step vanishes, which requires \(h=0\). Any real start converges.

The start \(s=0\) has a physical meaning. There \(h=\ln M\), and \(\tau m(a)=T_0\) is the mean feedback delay at zero growth. The first step gives

\[
\lambda_1=\frac{\ln M}{T_0},
\]

which is a lower bound on \(\lambda\).

The residual \(h\) also supplies a stopping rule. For an iterate left of the root \(s_*\),

\[
h(s_n)=\int_{s_n}^{s_*}m(a-s)\,ds\ge m(u_*)(s_*-s_n),
\]

because \(m\) falls as \(s\) rises. If \(q\le1\), then \(u_*\ge0\) and \(m(u_*)\ge1/2\), so the error in \(s\) is at most \(2h(s_n)\). If \(q>1\), then \(u_*<0\) and \(1=q(1-e^{-|u_*|})/|u_*|<q/|u_*|\). This gives \(|u_*|<q\), and the error is at most \(h(s_n)/m(-q)\).

Subtraction of nearly equal numbers spoils the closed forms near \(u=0\). There one uses

\[
\ln\phi\simeq\frac u2+\frac{u^2}{24},\qquad m\simeq\frac12+\frac u{12}.
\]

For larger positive \(u\), \(\ln\phi=u+\ln[(1-e^{-u})/u]\) avoids overflow. For negative \(u\), the identity \(\phi(u)=e^u\phi(-u)\) gives \(\ln\phi(u)=u+\ln\phi(-u)\) and, by differentiation, \(m(u)=1-m(-u)\).

## Limits that show what the delay does

Near threshold \(\ln M\simeq M-1\) and \(s\) is small, so

\[
\lambda\simeq\frac{M-1}{T_0}.
\]

The relevant time is the mean delay, which is shorter than the full transit time \(\tau\).

The opposite limit is \(q\gg1\), outside the usual range for ion-induced emission but useful for understanding the equation. Rewriting it as \(u=-q(1-e^u)\) and taking \(e^u\to0\) gives \(u\to-q\), hence

\[
\lambda\to\frac{a+q}{\tau}=(1+\gamma)\alpha w .
\]

The gap width has disappeared: feedback from close to the cathode returns so soon that distant ionizations cannot keep up.

An instantaneous setting has no such limits. It gives \(F=S+MF\), or \(F=S/(1-M)\). This is a steady amplification for \(M<1\), but a negative flux for \(M>1\), and it contains no time from which a growth rate could be formed.

## A hydrogen gap at ten percent overvoltage

Take molecular hydrogen at \(p=2\) Torr and 300 K, \(d=1\) cm, \(V=370\) V and \(\gamma=0.01\). Rough typical coefficients are used in

\[
\alpha=Ap\,e^{-Bp/E},\qquad
A=5\ \mathrm{cm^{-1}Torr^{-1}},\quad B=130\ \mathrm{V\,cm^{-1}Torr^{-1}} .
\]

With \(E=V/d\), the threshold \(M=1\) means \(\alpha d=\ln(1+1/\gamma)\). Solving for the voltage gives

\[
V_b=\frac{Bpd}{\ln[Apd/\ln(1+1/\gamma)]}
=\frac{260}{\ln(10/4.615)}\ \mathrm V=336\ \mathrm V .
\]

The applied voltage is 10.0% higher. There \(\alpha=10e^{-260/370}=4.952\) cm\(^{-1}\), \(q=0.0495\), and

\[
M=0.01(e^{4.952}-1)=1.405 .
\]

The products of mobility and pressure are taken as \(3.5\times10^5\) cm² Torr/(V s) for electrons and \(1.0\times10^4\) for ions. Multiplication by \(E/p=185\) V/(cm Torr) gives \(v_e=64.75\) and \(v_i=1.85\) cm/µs. The transit times are 0.0154 and 0.5405 µs, so \(\tau=0.5560\) µs.

Starting from \(s=0\), Newton's method gives 0.42249, then 0.426438, and the next step changes \(s\) by less than \(10^{-6}\). Therefore

\[
\lambda=\frac{0.42644}{0.5560\ \text{µs}}=0.767\ \text{µs}^{-1}
=7.67\times10^5\ \mathrm{s^{-1}},
\]

an e-folding time of 1.30 µs.

A single fixed delay \(T\) would satisfy \(Me^{-\lambda T}=1\), or \(\lambda=\ln M/T\). With \(T=\tau\) the rate is 0.612 µs\(^{-1}\), 20% below the position-weighted result. With \(T=T_0=0.4477\) µs it is 0.760 µs\(^{-1}\), 0.9% below. The remaining error arises because growth favours short delays: at the root the weighted mean delay has fallen to \(T_*=\tau m(u_*)=0.4392\) µs. The estimate \((M-1)/\tau=0.729\) µs\(^{-1}\) is 5% low. Its two errors partly cancel, since \(\tau\) is longer than the mean delay while \(M-1\) is larger than \(\ln M\).

With the same gas model, and both speeds proportional to voltage, the rates at overvoltages of 2, 5, 10 and 20% are 0.149, 0.377, 0.764 and 1.565 µs\(^{-1}\). The rate per percent of overvoltage rises by about 5% across this range.

## When a simulated current shows the rate

The Laplace transform of the feedback equation is \(\hat F=\hat S/(1-\hat K)\), with \(\hat K(\lambda)=q\phi(a-\lambda\tau)\). Near the real root \(\lambda_*\), \(1-\hat K\simeq T_*(\lambda-\lambda_*)\), because \(-d\hat K/d\lambda=\tau q\phi'=\tau m=T_*\) where \(q\phi=1\). The residue gives the late flux from a short seed of \(N_0\) electrons per unit area:

\[
F(t)\simeq\frac{N_0}{T_*}e^{\lambda_*t}.
\]

For a seed of finite duration, \(N_0\) becomes \(\int S(t)e^{-\lambda_*t}dt\).

In the example the leading ripple, from Lambert branch 1, has a period of 0.483 µs and an amplitude changing at \(-0.435\) µs\(^{-1}\). Relative to the growing mode it decays at \(0.767+0.435=1.20\) µs\(^{-1}\). The feedback equation was also marched in time by the trapezoidal rule with 400 steps per \(\tau\), from a seed shaped as \(\sin^2(2\pi t/\tau)\) for \(0<t<\tau/2\). Between \(5\tau\) and \(6\tau\) the flux still departed from its asymptote by up to 5.8%. A straight line fitted to \(\ln F\) from a start in that interval misses \(\lambda\) by tens of percent over part of a ripple period, by up to 19% over one full period and by up to 4% over two. From a start between \(8\tau\) and \(9\tau\), a fit over two periods is within about 0.5%.

The fit must also end before space charge matters. Let \(N_i\) and \(N_e\) be the ions and electrons in the gap per unit area. In the growing mode production minus arrival equals \(\lambda N_i\). Production is \(FP\), with \(P=\alpha\int_0^d e^{(\alpha-\lambda/v_e)x}dx\), and arrival is \(F/\gamma\), so

\[
\frac{N_i}{F}=\frac{P-1/\gamma}{\lambda}=51.1\ \text{µs},\qquad
\frac{N_e}{F}=\frac{P}{\alpha v_e}=0.43\ \text{µs}.
\]

By Gauss's law the field magnitudes at cathode and anode differ by \(e(N_i-N_e)/\varepsilon_0\). This reaches 1% of the applied field, 3.7 V/cm, at \(F=4.0\times10^4\) cm\(^{-2}\)µs\(^{-1}\). The particle current density at the cathode, \(eF(1+1/\gamma)\), is then 0.65 µA/cm². The limit is cautious: at fixed voltage, a frozen field distortion of this size and shape shifts \(\lambda\) by only 0.14%. With only 100 seed electrons on 1 cm², avalanche statistics scatter the amplitude by about 24%, and the time by about 0.3 µs, from one start to the next. The mean over starts follows the fluid equations, and for a uniform seed of 100 electrons/cm² they give the time needed as

\[
t=\frac1\lambda\ln\frac{FT_*}{N_0}=6.75\ \text{µs}.
\]

## How far to trust the number

The coefficients are rough, and the reduced field of 575 Td is high for assuming constant mobilities and ionization set by the local field. Hydrogen discharges also contain several ion species. An ion mobility 20% higher raises \(\lambda\) by 19%, with all else fixed. An electron must gain about 15 eV before it can ionize, which takes at least about 0.04 cm here. As an estimate, let ionization start at \(x_0=0.042\) cm, with \(e^{\alpha x}\) replaced by \(e^{\alpha(x-x_0)}\). With \(\gamma\) unchanged, \(\lambda\) falls by 61%, because the gain was only modestly above one. The distance \(x_0\) is inversely proportional to the field, so at 336 V it is 0.046 cm. If \(\gamma\) is instead reset to 0.0124, so that the breakdown voltage stays at 336 V, \(\lambda\) rises by 1.6%. A real gap should therefore have \(\gamma\) adjusted to its own breakdown voltage, with the same ionization model used for both calculations. This assumes that \(\gamma\) is the same at breakdown and at the working voltage, whereas it depends on \(E/p\): a \(\gamma\) 5% higher at 370 V raises \(\lambda\) by 14.5%. This figure and the next ones are for the model without \(x_0\); with it they move by less than one percentage point. The refit also leaves a dependence on the ionization coefficients: \(A\) 10% higher raises \(\lambda\) by 7.5%, and \(B\) 10% higher or lower changes it by +4% or −5%.

Other changes, each made alone, have the following sizes.

- Assigning 10% of the secondary emission at fixed total \(\gamma\) to photons, which return without ion delay, raises \(\lambda\) by 13%.
- Warming the gas by 10 K at constant pressure lowers it by 12%. The density falls, and \(p\) in the formula for \(\alpha\) stands for the density, expressed as the pressure at 300 K. Since \(d\ln\alpha/d\ln p=1-Bp/E=0.30\) at fixed field, \(\alpha\) falls too; the gain of a gap near threshold is sensitive to this. The fall of \(\alpha\) alone would lower \(\lambda\) by 15%; faster drift in the thinner gas offsets part of it. The sign belongs to this gap, whose \(pd=2\) Torr cm lies below the model's Paschen minimum at 2.5 Torr cm: at 10% overvoltage the same warming raises \(\lambda\) by 5% at 3 Torr and by 12% at 4 Torr. Warming also raises \(E/p\) by 3.3%, and a 3.9% rise of \(\gamma\) would cancel the fall found here.
- Electron diffusion, with an assumed ratio of diffusion coefficient to mobility \(D/\mu=8\) V, lowers \(\lambda\) by about 0.8% through the delay alone, with the gain held fixed. In a mode \(e^{kx+\lambda t}\) the balance \(v_ek-Dk^2=\nu-\lambda\), with \(\nu\) the ionization frequency, gives \(dk/d\lambda=-1/(v_e-2D\alpha)\) at \(k=\alpha\). The estimate replaces \(v_e\) by \(v_e-2D\alpha\). It omits the layer of width \(D/v_e\approx0.02\) cm in which an absorbing anode depletes the electrons and so lowers the gain. With zero electron density at the anode and \(\alpha\) held as the spatial growth constant, \(\lambda\) falls by 37% at fixed \(\gamma\), and rises by 3.5% if \(\gamma\) is reset to keep breakdown at 336 V.
- Ion diffusion with \(D/\mu=1\) V changes \(\lambda\) by about 0.1% if no ions are lost to the anode. A fully absorbing anode removes ions made next to it; \(\lambda\) then falls by about 3.6% at fixed \(\gamma\), and rises by 0.6% if \(\gamma\) is reset to keep breakdown at 336 V. The first figure comes from the delay alone. Here \(\lambda/v_i\) is replaced by the positive root \(k\) of \(Dk^2+v_ik=\lambda\).

## Recommended settings

Use position-weighted delay when \(\lambda\) is wanted over a range of voltages; it costs a few Newton steps from \(s=0\). A single delay is adequate close to threshold if it is the mean \(T_0\), not the full transit time. To see when it fails, expand \(h\) to second order in \(\lambda\), with \(\sigma^2\) the variance of the delay at zero growth:

\[
0\simeq\ln M-\lambda T_0+\tfrac12\lambda^2\sigma^2
\quad\Rightarrow\quad
\lambda\simeq\frac{\ln M}{T_0}\left(1+\frac{\lambda\sigma^2}{2T_0}\right).
\]

The single delay is acceptable while the last term is below the error allowed.

For \(q\le1\), take at least one step, so that the iterate is not right of the root, and stop when \(2h\) is below the permitted error in \(\lambda\tau\). A relative error of \(10^{-3}\) is ample when the ion mobility is known to 20%. If photon emission is appreciable, give it a separate feedback term with the electron delay, plus the lifetime of the emitting state if that is not negligible. Shortening the ion transit time in proportion to the ion share imitates this only close to threshold: for a 10% photon share the rate is then 0.4% low at 2% overvoltage and 2% low at 10%, and for a 50% share it is 19% low at 10%.
